\section*{Energy Slope of the Logarithmic Derivative for Augmented Pseudopotentials, part 1}

(Sections cited here and not found follow in the second part.)

\section{The interior problem and the construction of the dataset}

A spherical region around an atom acts on the wave outside it through a boundary condition. For one angular momentum $l$ and one energy $\varepsilon$, that condition is the logarithmic derivative of the radial function at the surface of the region. A pseudopotential may replace the interior by something smoother if it reproduces this number, and it is useful over a range of energies if it also reproduces the way the number changes with energy. This problem asks what determines that change when the pseudo Hamiltonian carries an overlap operator, and how the coefficients of the overlap must be chosen.

The treatment is non-relativistic. The potentials are spherical and held fixed while $\varepsilon$ varies, so there is no self-consistent adjustment. Radial functions are real and are written as $u(r)=r$ times the radial part of the wave function. They are regular at the origin, $u\propto r^{l+1}$. The all-electron equation is
\begin{equation}
(T+V-\varepsilon)u=0,\qquad
T=-\frac{\hbar^2}{2m}\frac{d^2}{dr^2}+\frac{\hbar^2 l(l+1)}{2mr^2},
\label{ae}
\end{equation}
where $m$ is the electron mass. The pseudo equation is
\begin{equation}
(\tilde H-\varepsilon S)\tilde u=0,
\label{ps}
\end{equation}
\begin{equation}
\tilde H=T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,
\qquad
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|.
\label{hs}
\end{equation}
This is the form used with ultrasoft pseudopotentials and, at fixed potentials, in the PAW method. The projectors $\beta_i(r)$ vanish for $r>R$, and $V_{\rm loc}=V$ there. The numbers $D_{ij}$ and $q_{ij}$ do not depend on $\varepsilon$. A bracket means an integral over the interior,
\begin{equation}
\langle f|g\rangle=\int_0^R f(r)g(r)\,dr .
\end{equation}
The logarithmic derivatives are $L=u'(R)/u(R)$ and $\tilde L=\tilde u'(R)/\tilde u(R)$. A prime denotes $d/dr$ and a dot denotes $d/d\varepsilon$.

\subsection*{(a) The all-electron slope}

\textbf{Question.} Express $dL/d\varepsilon$ through an integral of $u^2$ over the interior, for $u(R)\neq0$.

\textbf{Solution.} Differentiate \eqref{ae} with respect to $\varepsilon$. The operator $T+V$ does not depend on energy, so
\begin{equation}
(T+V-\varepsilon)\dot u-u=0
\quad\Longrightarrow\quad
(T+V-\varepsilon)\dot u=u .
\label{aedot}
\end{equation}
Multiply \eqref{aedot} by $u$, multiply \eqref{ae} by $\dot u$, subtract, and integrate from $0$ to $R$:
\begin{equation}
\int_0^R\left[u(T+V-\varepsilon)\dot u-\dot u(T+V-\varepsilon)u\right]dr
=\int_0^R u^2\,dr .
\end{equation}
The terms with $V$, with $\varepsilon$ and with the centrifugal potential are products of ordinary functions, and they cancel. The second derivatives remain. Since $u\dot u''-\dot u u''=(u\dot u'-\dot u u')'$,
\begin{equation}
-\frac{\hbar^2}{2m}\left[u\dot u'-\dot u u'\right]_0^R=\int_0^R u^2\,dr .
\label{green}
\end{equation}
At the origin $u$ and $\dot u$ vary as $r^{l+1}$ and their derivatives as $r^l$, so each term of the bracket vanishes there at least as fast as $r^{2l+1}$, and the lower limit contributes nothing. At $R$ it is related to $\dot L$ by the quotient rule,
\begin{equation}
\frac{dL}{d\varepsilon}=\frac{u\dot u'-u'\dot u}{u^2}\bigg|_R .
\label{quot}
\end{equation}
Inserting this in \eqref{green} gives
\begin{equation}
\frac{dL}{d\varepsilon}=-\frac{2m}{\hbar^2}\,
\frac{1}{u(R)^2}\int_0^R u^2\,dr .
\label{aeslope}
\end{equation}

The result does not depend on how $u$ is normalised at each energy. If $u$ is replaced by $a(\varepsilon)u$, both the integral and $u(R)^2$ acquire the factor $a^2$. The sign is negative because a higher energy lowers $u''/u$ at every radius: the function bends more strongly towards the axis where the motion is classically allowed, and less strongly away from it where it is forbidden. The size of the slope measures how much of the wave is stored inside $R$, relative to its value at the surface.

A free $s$ wave near zero energy shows the factors at work. With $V=0$, $l=0$ and $k^2=2m\varepsilon/\hbar^2$, the solution $\sin kr$ has
\begin{equation}
L=k\cot kR=\frac1R-\frac{k^2R}{3}+\dots,
\end{equation}
so its slope at $\varepsilon=0$ is $-(2m/\hbar^2)R/3$. In the same limit $u\propto r$, and the integral in \eqref{aeslope} divided by $u(R)^2$ is $\int_0^R r^2dr/R^2=R/3$, which gives the same slope.

\subsection*{(b) Conditions for a pseudo logarithmic derivative}

\textbf{Question.} The pseudo equation is an integro-differential equation. Under what condition does it define a single $\tilde L(\varepsilon)$ that can be differentiated?

\textbf{Solution.} At a given energy, let $w_0$ be the regular solution of $(T+V_{\rm loc}-\varepsilon)w_0=0$ with a fixed leading coefficient at the origin. Let $w_i$ be the solution of
\begin{equation}
(T+V_{\rm loc}-\varepsilon)w_i=\beta_i
\end{equation}
obtained by outward integration from the origin with no $r^{l+1}$ term of its own. The projectors are taken to vary as $r^{l+1}$ near the origin, so $w_i$ starts as $r^{l+3}$. These functions are found from ordinary differential equations in which $\varepsilon$ is a smooth parameter, and they are differentiable in $\varepsilon$.

Write the nonlocal part of \eqref{ps} as $\sum_i\beta_i c_i$, with
\begin{equation}
c_i=\sum_j(D_{ij}-\varepsilon q_{ij})\langle\beta_j|\tilde u\rangle .
\label{ci}
\end{equation}
Then $(T+V_{\rm loc}-\varepsilon)\tilde u=-\sum_i\beta_ic_i$, and every regular solution has the form
\begin{equation}
\tilde u=a\,w_0-\sum_i c_i w_i .
\label{form}
\end{equation}
Insert \eqref{form} in \eqref{ci} and add the normalisation $\tilde u(R)=1$:
\begin{align}
c_i&=\sum_j(D_{ij}-\varepsilon q_{ij})
\Big(a\langle\beta_j|w_0\rangle-\sum_k\langle\beta_j|w_k\rangle c_k\Big),\\
1&=a\,w_0(R)-\sum_k c_kw_k(R).
\end{align}
For $N$ projectors these are $N+1$ linear equations for the $N+1$ unknowns $a,c_1,\dots,c_N$. They have one solution when the homogeneous system, with $1$ replaced by $0$, has none except zero.

A non-zero solution of the homogeneous system yields a function \eqref{form} that obeys the pseudo equation and vanishes at $R$. This function is itself non-zero: if $\tilde u$ vanished everywhere, \eqref{ci} would give $c_i=0$, and then $a\,w_0=0$ would give $a=0$. The condition is therefore that $\varepsilon$ is not an energy at which the pseudo equation has a non-zero solution with $\tilde u(R)=0$. I call such an energy an interior level.

Away from interior levels the determinant of the system is non-zero. It is a continuous function of $\varepsilon$, so it remains non-zero nearby, and Cramer's rule gives $a$ and $c_i$ as differentiable functions of $\varepsilon$. The solution with $\tilde u(R)=1$ is then unique and differentiable, and so is $\tilde L$.

For the all-electron equation the corresponding condition is $u(R)\neq0$. The pseudo condition asks for more than a non-zero value at $R$ of one known solution. With projectors present, a second regular solution could exist at the same energy. Some combination of the two would vanish at $R$, and the normalisation $\tilde u(R)=1$ would no longer select a single solution. The condition excludes this case. It is sufficient for a single differentiable $\tilde L$. For a single value alone it is not always necessary: if $D$ and $q$ are symmetric, integration by parts as in part (a) gives $\tilde u_1\tilde u_2'-\tilde u_2\tilde u_1'=0$ at $R$ for two solutions at the same energy, so those that do not vanish at $R$ share one logarithmic derivative.

\subsection*{(c) Making the pseudo waves solutions}

\textbf{Question.} Choose distinct reference energies $\varepsilon_k$ and all-electron solutions $\phi_k$ at those energies. Let $\tilde\phi_k$ be smooth functions that agree with $\phi_k$ in value and first derivative at $R$. Find projectors, and a relation between $D$ and $q$, for which $\tilde\phi_k$ solves the pseudo equation at $\varepsilon_k$.

\textbf{Solution.} The local part of the pseudo equation fails to hold for $\tilde\phi_k$ by the amount
\begin{equation}
\chi_k=(\varepsilon_k-T-V_{\rm loc})\tilde\phi_k .
\label{chi}
\end{equation}
Outside $R$ the pseudo wave is continued by $\phi_k$ and $V_{\rm loc}=V$, so $\chi_k=0$ there. The nonlocal term has to supply $\chi_k$ inside. Define
\begin{equation}
B_{ij}=\langle\tilde\phi_i|\chi_j\rangle
\label{b}
\end{equation}
and assume that the matrix $B$ is invertible. The projectors are then defined by
\begin{equation}
\chi_k=\sum_i\beta_iB_{ik},\qquad
\beta_i=\sum_k\chi_k(B^{-1})_{ki}.
\label{beta}
\end{equation}
They are dual to the pseudo waves, because
\begin{equation}
\langle\tilde\phi_j|\beta_i\rangle
=\sum_k\langle\tilde\phi_j|\chi_k\rangle(B^{-1})_{ki}
=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ji}.
\label{dual}
\end{equation}
Now apply the pseudo operator to $\tilde\phi_k$. Duality replaces $\langle\beta_j|\tilde\phi_k\rangle$ by $\delta_{jk}$:
\begin{align}
(\tilde H-\varepsilon_kS)\tilde\phi_k
&=-\chi_k+\sum_i\beta_i(D_{ik}-\varepsilon_kq_{ik})\nonumber\\
&=\sum_i\beta_i\left(D_{ik}-\varepsilon_kq_{ik}-B_{ik}\right).
\end{align}
By \eqref{dual} the $\beta_i$ are linearly independent, so the right side vanishes if and only if
\begin{equation}
D_{ik}=B_{ik}+\varepsilon_kq_{ik}.
\label{d}
\end{equation}

Duality alone would not be enough. If the $\beta_i$ were dual to the pseudo waves but did not span the $\chi_k$, no choice of coefficients could cancel $-\chi_k$. The pseudo wave would then not be a solution at its own reference energy.

With \eqref{d} satisfied, and with $\varepsilon_k$ not an interior level, the solution at $\varepsilon_k$ is $\tilde\phi_k$ up to a factor. The matching at $R$ gives
\begin{equation}
\tilde L(\varepsilon_k)=\frac{\tilde\phi_k'(R)}{\tilde\phi_k(R)}
=\frac{\phi_k'(R)}{\phi_k(R)}=L(\varepsilon_k).
\label{value}
\end{equation}
This holds for any $q$. Agreement of the values places no condition on the overlap.

\subsection*{(d) What a symmetric Hamiltonian requires}

\textbf{Question.} Both $D$ and $q$ must be symmetric if the pseudo problem is to be Hermitian. Which elements of $q$ does this requirement fix?

\textbf{Solution.} By \eqref{d} and $q_{ij}=q_{ji}$,
\begin{equation}
D_{ij}-D_{ji}=B_{ij}-B_{ji}+(\varepsilon_j-\varepsilon_i)q_{ij}.
\label{dsym}
\end{equation}
The antisymmetric part of $B$ is therefore needed. Let
\begin{equation}
n_{ij}=\langle\phi_i|\phi_j\rangle,\qquad
\tilde n_{ij}=\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad
W_{ij}=\left[\phi_i\phi_j'-\phi_j\phi_i'\right]_R .
\end{equation}
The pseudo waves have the same $W_{ij}$, since their values and first derivatives at $R$ are the same. As in part (a), integration by parts leaves only the boundary term of $T$,
\begin{equation}
\langle\tilde\phi_i|T\tilde\phi_j\rangle-\langle\tilde\phi_j|T\tilde\phi_i\rangle
=-\frac{\hbar^2}{2m}W_{ij},
\label{tw}
\end{equation}
and the same equation holds for the all-electron waves. From \eqref{chi}, \eqref{b} and \eqref{tw}, with the local potential cancelling,
\begin{equation}
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\tilde n_{ij}+\frac{\hbar^2}{2m}W_{ij}.
\label{banti}
\end{equation}
The all-electron waves satisfy $T\phi_j=(\varepsilon_j-V)\phi_j$. For them \eqref{tw} becomes
\begin{equation}
(\varepsilon_j-\varepsilon_i)n_{ij}=-\frac{\hbar^2}{2m}W_{ij}.
\end{equation}
Eliminating $W_{ij}$ from \eqref{banti} gives
\begin{equation}
B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)(n_{ij}-\tilde n_{ij}).
\label{bq}
\end{equation}
Insert this in \eqref{dsym}:
\begin{equation}
D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)\left(n_{ij}-\tilde n_{ij}-q_{ij}\right).
\end{equation}
For distinct reference energies, $D$ is symmetric if and only if
\begin{equation}
q_{ij}=n_{ij}-\tilde n_{ij}\qquad(i\neq j).
\label{qoff}
\end{equation}
For $i=j$ the condition is empty. The diagonal elements $q_{kk}$ are still free: any value of $q_{kk}$, together with $D_{kk}=B_{kk}+\varepsilon_kq_{kk}$, gives a symmetric problem that is solved by $\tilde\phi_k$ at $\varepsilon_k$. Something other than the value of $\tilde L$ and the symmetry of $D$ has to fix them.

The construction so far reproduces the all-electron logarithmic derivative at each reference energy that is not an interior level, and the symmetry of $D$ and $q$ fixes the off-diagonal elements of $q$. It remains to find the pseudo slope, to use it to fix the diagonal elements $q_{kk}$, and to test the result in an example.
